**Squared strain splittings of an acceptor quartet**

An acceptor level with effective spin J = 3/2 splits under strain into two doubly degenerate levels at ±Λ, with Λ² = (b't)² + 3(d's)². Here t = ε_zz − ε_xx is the tetragonal strain, s is the common trigonal tensor shear, and b', d' are the acceptor's deformation potentials. The program asserts the closed form against numerical diagonalization for random strains, and counts the constants allowed by cubic symmetry and time reversal. It also asserts the envelope-admixture formulas and, at small strain, the leading corrections from an excited doublet placed 23 meV above the quartet. With rough parameters for boron in silicon, stresses of −60 MPa along [001] and −80 MPa along [111] give separate splittings of 1.65 and 2.14 meV and a joint splitting of 2.70 meV. Coupling to the doublet raises the joint splitting by 0.11 meV, yet the addition rule fails by only 0.17% of the squared splitting. Equal tetragonal strains along two cube axes give the splitting of one alone, so their squares do not add.

## Program and output

```python
"""
Result under test: an acceptor quartet (effective spin J = 3/2) under strain,
  h = b sum_i (J_i^2 - 5/4) e_ii + (d/sqrt3) sum_{i<j} (J_i J_j + J_j J_i) e_ij,
has two doubly degenerate levels +-Lam. For t = e_zz - e_xx (e_xx = e_yy) and
s = e_xy = e_yz = e_zx:  Lam^2 = p^2 + u^2,  p = b t,  u = sqrt3 d s,
so the squared tetragonal and trigonal splittings add.
Hole energies in eV, tensor strains e_ij, deformation potentials b, d in eV.
The common hydrostatic shift is left out because it does not split the level.
"""
import itertools
import numpy as np
from scipy.linalg import expm
from scipy.spatial.transform import Rotation
from scipy.constants import physical_constants

K_B = physical_constants["Boltzmann constant in eV/K"][0]
MU_B = physical_constants["Bohr magneton in eV/T"][0]
PAIRS = [(0, 1), (1, 2), (2, 0)]
R3 = np.sqrt(3.0)
rng = np.random.default_rng(4)


def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    up = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1).astype(complex)
    down = up.conj().T
    return [(up + down) / 2, (up - down) / 2j, np.diag(m).astype(complex)]


def anti(a, b):
    return a @ b + b @ a


J = spin_matrices(1.5)
I4 = np.eye(4)


def quartet(e, b, d):
    h = sum(b * e[i, i] * (J[i] @ J[i] - 1.25 * I4) for i in range(3))
    return h + sum(d / R3 * e[i, k] * anti(J[i], J[k]) for i, k in PAIRS)


def half_splitting(e, b, d):
    diag = sum((e[i, i] - e[k, k])**2 for i, k in PAIRS)
    return np.sqrt(b**2 / 2 * diag + d**2 * sum(e[i, k]**2 for i, k in PAIRS))


def splitting(h):
    """Distance between the two lowest pairs of levels."""
    v = np.linalg.eigvalsh(h)
    return (v[2] + v[3] - v[0] - v[1]) / 2


def random_strain():
    a = rng.normal(size=(3, 3))
    return (a + a.T) / 2


# Symmetry: count the constants of a strain-linear quartet Hamiltonian.
# Improper operations act on strain and on operators like proper rotations.
time_rev = expm(-1j * np.pi * J[1])
with_tr, without_tr, order = 0.0, 0.0, 0
test_strain = random_strain()
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        R = np.diag(signs) @ np.eye(3)[list(perm)]
        if np.linalg.det(R) < 0:
            continue
        order += 1
        v = Rotation.from_matrix(R).as_rotvec()
        D = expm(-1j * sum(v[i] * J[i] for i in range(3)))
        assert np.allclose(quartet(R @ test_strain @ R.T, -1.3, 2.9),
                           D @ quartet(test_strain, -1.3, 2.9) @ D.conj().T)
        chi_strain = (np.trace(R)**2 + np.trace(R @ R)) / 2
        chi_all, chi_even = 0.0, 0.0
        for i in range(4):
            for k in range(4):
                X = np.zeros((4, 4), complex)
                X[i, k] = 1
                Y = D @ X @ D.conj().T
                Z = time_rev @ Y.T @ time_rev.conj().T
                chi_all += Y[i, k]
                chi_even += (Y[i, k] + Z[i, k]) / 2
        with_tr += chi_strain * chi_even.real
        without_tr += chi_strain * chi_all.real
n_const, n_const_no_tr = with_tr / order, without_tr / order
assert order == 24
assert abs(n_const - 3) < 1e-9 and abs(n_const_no_tr - 4) < 1e-9

# Anticommutator of two axial quadrupoles at an arbitrary angle.
def axial(n):
    jn = sum(n[i] * J[i] for i in range(3))
    return jn @ jn - 1.25 * I4


for _ in range(10):
    n1, n2 = rng.normal(size=(2, 3))
    n1, n2 = n1 / np.linalg.norm(n1), n2 / np.linalg.norm(n2)
    assert np.allclose(anti(axial(n1), axial(n2)), (3 * (n1 @ n2)**2 - 1) * I4)

# General strain: eigenvalues against the closed form.
for _ in range(20):
    e = random_strain()
    b, d = rng.normal(size=2)
    lam = half_splitting(e, b, d)
    assert np.allclose(np.linalg.eigvalsh(quartet(e, b, d)), [-lam, -lam, lam, lam])

# Spherical limit: d = sqrt3 b makes the splitting independent of direction.
rot = Rotation.from_rotvec([0.3, -0.7, 0.5]).as_matrix()
turned = rot @ test_strain @ rot.T
assert np.isclose(splitting(quartet(test_strain, 1, R3)), splitting(quartet(turned, 1, R3)))
assert not np.isclose(splitting(quartet(test_strain, 1, 3)),
                      splitting(quartet(turned, 1, 3)), rtol=1e-3)

# Example input: rough typical values in the regime of boron in silicon.
b_acc, d_acc = -1.4, -3.7
b_band, d_band = -2.2, -5.0
c11, c12, c44 = 166e3, 64e3, 80e3          # MPa
stress_001, stress_111 = -60.0, -80.0     # MPa, negative = compression
gap = 23e-3                             # eV, height of excited doublet
temperature, field, g_factor = 4.2, 50e-6, 1.0
residual = 1e-5

stiffness = np.diag([c11 - c12] * 3 + [c44] * 3)
stiffness[:3, :3] += c12


def strain_from_stress(sig):
    voigt = [sig[0, 0], sig[1, 1], sig[2, 2], sig[1, 2], sig[0, 2], sig[0, 1]]
    x = np.linalg.solve(stiffness, voigt)
    return np.array([[x[0], x[5] / 2, x[4] / 2],
                     [x[5] / 2, x[1], x[3] / 2],
                     [x[4] / 2, x[3] / 2, x[2]]])


z_axis, diagonal = np.array([0, 0, 1.0]), np.ones(3) / R3
e_tet = strain_from_stress(stress_001 * np.outer(z_axis, z_axis))
e_tri = strain_from_stress(stress_111 * np.outer(diagonal, diagonal))
e_both = e_tet + e_tri
t, s = e_both[2, 2] - e_both[0, 0], e_both[0, 1]
assert np.isclose(t, stress_001 / (c11 - c12))
assert np.isclose(s, stress_111 / (6 * c44))

h = quartet(e_both, b_acc, d_acc)
p, u = b_acc * t, R3 * d_acc * s
lam = np.hypot(p, u)
A, B, C = p, (1 - 1j) * d_acc * s, -1j * d_acc * s
explicit = np.array([[A, B, C, 0], [np.conj(B), -A, 0, C],
                     [np.conj(C), 0, -A, -B], [0, np.conj(C), -np.conj(B), A]])
assert np.allclose(h, explicit, atol=1e-15)
assert np.allclose(h, p * axial(z_axis) + u * axial(diagonal), atol=1e-15)
levels, states = np.linalg.eigh(h)
assert np.allclose(levels, [-lam, -lam, lam, lam], rtol=1e-10, atol=1e-15)
d_tet = splitting(quartet(e_tet, b_acc, d_acc))
d_tri = splitting(quartet(e_tri, b_acc, d_acc))
d_both = splitting(h)
assert np.isclose(d_tet, 2 * abs(p)) and np.isclose(d_tri, 2 * abs(u))
assert np.isclose(d_both**2, d_tet**2 + d_tri**2, rtol=1e-10)
lower = states[:, :2]
assert np.allclose(lower @ lower.conj().T, (I4 - h / lam) / 2)
weight_32 = np.sum(abs(lower[[0, 3], :])**2) / 2
assert np.isclose(weight_32, (1 - p / lam) / 2)

# Contrast: equal tetragonal strains along z and x.
two_tet = splitting(quartet(t * np.diag([1.0, 0, 1.0]), b_acc, d_acc))
assert np.isclose(two_tet, d_tet)
d_spherical = splitting(quartet(e_both, b_acc, R3 * b_acc))

# Envelope admixture: s function plus d functions carrying quadrupole matrices.
G = [J[2] @ J[2] - 1.25 * I4, (J[0] @ J[0] - J[1] @ J[1]) / R3]
G += [anti(J[i], J[k]) / R3 for i, k in PAIRS]
for i in range(5):
    for k in range(5):
        assert np.allclose(anti(G[i], G[k]), 2 * (i == k) * I4)
kv = rng.normal(size=3)
harmonics = [kv[2]**2 - (kv[0]**2 + kv[1]**2) / 2, R3 / 2 * (kv[0]**2 - kv[1]**2)]
harmonics += [R3 * kv[i] * kv[k] for i, k in PAIRS]
assert np.allclose(quartet(np.outer(kv, kv), 1, R3),
                   sum(q * g for q, g in zip(harmonics, G)))
w_E, w_T = np.linalg.solve([[1, 2], [2, 4 / 3]],
                           [1 - b_acc / b_band, 1 - d_acc / d_band])
assert w_E > 0 and w_T > 0 and w_E + w_T < 1
amps = [np.sqrt(w_E / 2)] * 2 + [np.sqrt(w_T / 3)] * 3
V = np.vstack([np.sqrt(1 - w_E - w_T) * I4] + [a * g for a, g in zip(amps, G)])
assert np.allclose(V.conj().T @ V, I4)
band_op = np.kron(np.eye(6), quartet(e_both, b_band, d_band))
projected = V.conj().T @ band_op @ V
assert np.allclose(projected, h, rtol=1e-9, atol=1e-14)
outside = band_op @ V - V @ projected
lam_band = half_splitting(e_both, b_band, d_band)
leak = lam_band**2 - lam**2
assert np.allclose(outside.conj().T @ outside, leak * I4, rtol=1e-9, atol=1e-16)
envelope_bound = leak / gap

# Quartet coupled to an excited doublet: orbital L = 1 with spin 1/2.
L = [np.kron(x, np.eye(2)) for x in spin_matrices(1)]
S = [np.kron(np.eye(3), x) for x in spin_matrices(0.5)]
LS = sum(L[i] @ S[i] for i in range(3))
doublet = (0.5 * np.eye(6) - LS) / 1.5


def orbital_strain(e, b, d):
    x = sum(3 * b * e[i, i] * (L[i] @ L[i] - 2 / 3 * np.eye(6)) for i in range(3))
    return x + sum(R3 * d * e[i, k] * anti(L[i], L[k]) for i, k in PAIRS)


def six_state(e):
    return gap * doublet + orbital_strain(e, b_acc, d_acc)


quartet_basis = np.linalg.eigh(LS)[1][:, 2:]
reduced = quartet_basis.conj().T @ orbital_strain(test_strain, b_acc, d_acc) @ quartet_basis
assert np.allclose(np.linalg.eigvalsh(reduced),
                   np.linalg.eigvalsh(quartet(test_strain, b_acc, d_acc)))
v6 = np.linalg.eigvalsh(six_state(e_both))
assert np.allclose(v6[::2], v6[1::2], rtol=1e-9, atol=1e-14)


def addition_defect(scale):
    full, tet, tri = [splitting(six_state(scale * e)) for e in (e_both, e_tet, e_tri)]
    return full**2 - tet**2 - tri**2


small = 0.01
change_small = splitting(six_state(small * e_both)) - small * d_both
change_formula = 2 * (p**3 + u**3) / (gap * lam)
assert np.isclose(change_small, small**2 * change_formula, rtol=0.03, atol=0)
defect_formula = -8 * p**2 * u**2 / gap**2
assert np.isclose(addition_defect(small), small**4 * defect_formula, rtol=0.03, atol=0)
d_six = splitting(six_state(e_both))
defect_rel = addition_defect(1.0) / d_six**2

# Other neglected effects.
noise = residual * (np.diag([0, 0, 1.0]) + np.ones((3, 3)) - np.eye(3))
d_noise = max(abs(splitting(quartet(e_both + sg * noise, b_acc, d_acc)) - d_both)
              for sg in (1, -1))
population = 1 / (1 + np.exp(d_both / (K_B * temperature)))
vB = np.linalg.eigvalsh(h + g_factor * MU_B * field * J[2])
pair_split = vB[1] - vB[0]
assert pair_split > 1e-11

def show(label, value, unit="", fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("Strain constants allowed by symmetry", n_const, fmt=".0f")
show("Same without time reversal", n_const_no_tr, fmt=".0f")
show("Acceptor b' (rough)", b_acc, "eV", ".1f")
show("Acceptor d' (rough)", d_acc, "eV", ".1f")
show("Band b (rough)", b_band, "eV", ".1f")
show("Band d (rough)", d_band, "eV", ".1f")
show("Ratio b'/b", b_acc / b_band)
show("Ratio d'/d", d_acc / d_band)
show("Ratio d'/(sqrt3 b')", d_acc / (R3 * b_acc))
show("Envelope weight w_E", w_E)
show("Envelope weight w_T", w_T)
show("C11 (rough)", c11 / 1e3, "GPa", ".0f")
show("C12 (rough)", c12 / 1e3, "GPa", ".0f")
show("C44 (rough)", c44 / 1e3, "GPa", ".0f")
show("Stress along [001]", stress_001, "MPa", ".0f")
show("Stress along [111]", stress_111, "MPa", ".0f")
show("Tetragonal strain t", t * 1e4, "1e-4")
show("Trigonal shear s", s * 1e4, "1e-4")
show("p = b' t", p * 1e3, "meV")
show("u = sqrt3 d' s", u * 1e3, "meV")
for i, value in enumerate(levels):
    show(f"Quartet level {i + 1}", value * 1e3, "meV")
show("Tetragonal splitting alone", d_tet * 1e3, "meV")
show("Trigonal splitting alone", d_tri * 1e3, "meV")
show("Splitting with both", d_both * 1e3, "meV")
show("Tetragonal splitting squared", d_tet**2 * 1e6, "meV^2")
show("Trigonal splitting squared", d_tri**2 * 1e6, "meV^2")
show("Total splitting squared", d_both**2 * 1e6, "meV^2")
show("Jz=+-3/2 weight in lower level", weight_32)
show("Splitting if d' = sqrt3 b'", d_spherical * 1e3, "meV")
show("Equal tetragonal strains on z and x", two_tet * 1e3, "meV")
show("Excited doublet height G (rough)", gap * 1e3, "meV", ".0f")
show("Splitting with doublet coupled", d_six * 1e3, "meV")
show("Change by doublet, computed", (d_six - d_both) * 1e3, "meV")
show("Change by doublet, leading formula", change_formula * 1e3, "meV")
show("Addition-rule defect / splitting^2", defect_rel * 100, "%")
show("Band half-splitting", lam_band * 1e3, "meV")
show("Bound on excited-envelope shift", envelope_bound * 1e3, "meV")
show("Residual strain in t and s", residual, fmt=".0e")
show("Splitting change by residual strain", d_noise * 1e3, "meV")
show("Temperature", temperature, "K", ".1f")
show("Thermal energy kT", K_B * temperature * 1e3, "meV")
show("Population of upper level", population, fmt=".2e")
show("Magnetic field along [001]", field * 1e6, "uT", ".0f")
show("g factor (round)", g_factor, fmt=".1f")
show("Lower pair split by field", pair_split * 1e9, "neV", ".2f")
print("all assertions hold")
```

Printed output:

```
Strain constants allowed by symmetry: 3
Same without time reversal: 4
Acceptor b' (rough): -1.4 eV
Acceptor d' (rough): -3.7 eV
Band b (rough): -2.2 eV
Band d (rough): -5.0 eV
Ratio b'/b: 0.6364
Ratio d'/d: 0.7400
Ratio d'/(sqrt3 b'): 1.5259
Envelope weight w_E: 0.0132
Envelope weight w_T: 0.1752
C11 (rough): 166 GPa
C12 (rough): 64 GPa
C44 (rough): 80 GPa
Stress along [001]: -60 MPa
Stress along [111]: -80 MPa
Tetragonal strain t: -5.8824 1e-4
Trigonal shear s: -1.6667 1e-4
p = b' t: 0.8235 meV
u = sqrt3 d' s: 1.0681 meV
Quartet level 1: -1.3487 meV
Quartet level 2: -1.3487 meV
Quartet level 3: 1.3487 meV
Quartet level 4: 1.3487 meV
Tetragonal splitting alone: 1.6471 meV
Trigonal splitting alone: 2.1362 meV
Splitting with both: 2.6974 meV
Tetragonal splitting squared: 2.7128 meV^2
Trigonal splitting squared: 4.5633 meV^2
Total splitting squared: 7.2761 meV^2
Jz=+-3/2 weight in lower level: 0.1947
Splitting if d' = sqrt3 b': 2.1617 meV
Equal tetragonal strains on z and x: 1.6471 meV
Excited doublet height G (rough): 23 meV
Splitting with doublet coupled: 2.8046 meV
Change by doublet, computed: 0.1071 meV
Change by doublet, leading formula: 0.1146 meV
Addition-rule defect / splitting^2: -0.1688 %
Band half-splitting: 1.9386 meV
Bound on excited-envelope shift: 0.0843 meV
Residual strain in t and s: 1e-05
Splitting change by residual strain: 0.1192 meV
Temperature: 4.2 K
Thermal energy kT: 0.3619 meV
Population of upper level: 5.79e-04
Magnetic field along [001]: 50 uT
g factor (round): 1.0
Lower pair split by field: 3.30 neV
all assertions hold
```
